# Kubo-Greenwood conductivity and the cancellation of the diamagnetic term: a program that tests the result

```python
# Kubo-Greenwood conductivity of independent electrons, Rydberg units
# (hbar = 1, mass = 1/2, H = p^2 + V, velocity v = 2p, e^2 factored out).
# Result under test, with z = omega + i*eta and E_mn = E_m - E_n:
#   sigma(z)/e^2 = (i/Volume) sum_mn F_mn |v_mn|^2 / (z - E_mn),
#   F_mn = (f_n - f_m)/(E_m - E_n), or -df/dE at equal energies.
# It follows from (i/z)[2n + Pi(z)] when (1/Volume) sum F|v|^2 = 2n,
# where n is the electron density and 2n the diamagnetic term.
# Model: uncoupled chains, V(x) = 2*V_G*cos(2 pi x/a), plane-wave basis.
import numpy as np
from scipy.constants import e as charge, hbar, physical_constants
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit

a_cell, area, V_G, kT, eta = 6.0, 36.0, 0.15, 0.01, 0.05
volume = a_cell * area
n_k, n_pw = 60, 9
G = 2 * np.pi / a_cell * np.arange(-4, 5)
bohr = physical_constants["Bohr radius"][0]
to_SI = charge**2 / (hbar * bohr)


def k_grid(count):
    return (2 * np.pi / a_cell) * ((np.arange(count) + 0.5) / count - 0.5)


def hamiltonian(k):
    potential = V_G * (np.eye(n_pw, k=1) + np.eye(n_pw, k=-1))
    return potential + ((k[:, None] + G)**2)[:, :, None] * np.eye(n_pw)


def fermi(E, mu):
    return expit(-(E - mu) / kT)


def quotient(E, f):
    """Energy differences, f_n - f_m, and F_mn with its equal-energy limit."""
    gap = E[..., :, None] - E[..., None, :]
    df = f[..., None, :] - f[..., :, None]
    same = np.abs(gap) < 1e-9
    limit = (f * (1 - f) / kT)[..., :, None]
    return gap, df, np.where(same, limit, df / np.where(same, 1.0, gap))


def transitions(k, mu, keep=n_pw):
    E, U = np.linalg.eigh(hamiltonian(k))
    E, U = E[:, :keep], U[:, :, :keep]
    v = np.swapaxes(U, 1, 2) @ (2 * (k[:, None] + G)[:, :, None] * U)
    gap, df, F = quotient(E, fermi(E, mu))
    norm = 2 / (len(k) * volume)          # 2 for spin
    return gap, norm * df * v**2, norm * F * v**2


def greenwood(z, data):
    return 1j * np.sum(data[2] / (z - data[0]))


def uncancelled(z, data, density):
    return 1j / z * (2 * density + np.sum(data[1] / (z - data[0])))


k = k_grid(n_k)
H0 = hamiltonian(k)
E0, U0 = np.linalg.eigh(H0)
names, electrons = ["metal", "insulator"], [1, 2]
mus = [brentq(lambda m: 2 * fermi(E0, m).sum() / n_k - N, -1.0, 1.5)
       for N in electrons]
dens = [N / volume for N in electrons]
data = [transitions(k, mu) for mu in mus]
edge = np.linalg.eigvalsh(hamiltonian(np.array([np.pi / a_cell])))[0]
print(f"lattice constant {a_cell} a0, area per chain {area} a0^2")
print(f"V_G {V_G} Ry, kT {kT} Ry, eta {eta} Ry, k points {n_k}")
print(f"gap at zone edge {edge[1] - edge[0]:.5f} Ry")
print(f"unit e^2/(hbar a0) = {to_SI:.5e} S/m")

# Sum rule, Drude weight, and static response by finite differences
print("weights below in e^2 Ry/(hbar^2 a0)")
drude = []
diag = np.eye(n_pw, dtype=bool)
for name, mu, n, d in zip(names, mus, dens, data):
    intra = d[2][:, diag].sum()
    inter = d[2].sum() - intra
    h = 3e-4
    Ep = np.linalg.eigvalsh(hamiltonian(k + h))
    Em = np.linalg.eigvalsh(hamiltonian(k - h))
    norm = 2 / (n_k * volume)
    curvature = norm * np.sum(fermi(E0, mu) * (Ep - 2 * E0 + Em)) / h**2
    shift = 1e-3
    Es, Us = np.linalg.eigh(hamiltonian(k + shift))
    occupation = np.einsum("kgm,km->kg", Us**2, fermi(Es, mu))
    static = norm * np.sum(occupation * 2 * (k[:, None] + G)) / shift
    assert abs(inter + intra - 2 * n) < 1e-6 * 2 * n
    assert abs(static + 2 * n) < 1e-5 * 2 * n
    assert abs(curvature - intra) < 1e-4 * 2 * n
    assert abs(curvature - (2 * n - inter)) < 1e-4 * 2 * n
    drude.append(curvature)
    print(f"{name}: mu {mu:.5f} Ry, density {n:.6e} a0^-3")
    print(f"  diamagnetic 2n         {2 * n:.6e}")
    print(f"  static paramagnetic    {static:.6e} (finite difference)")
    print(f"  interband part of sum  {inter:.6e}")
    print(f"  equal-energy part      {intra:.6e}")
    print(f"  Drude from curvature   {curvature:.6e}")
    print(f"  Drude share of 2n      {curvature / (2 * n):.6f}")

# Current after a small sudden step in A, by direct quantum propagation
step, dt, n_t = 2e-4, 0.05, 6001
rho = np.array([np.einsum("kgm,km,khm->khg", U0, fermi(E0, mu), U0)
                for mu in mus]).reshape(2, -1)
U = np.array([expm(-1j * dt * h) for h in hamiltonian(k + step)])
U_dag = np.conj(np.swapaxes(U, 1, 2))
v_t = (2 * (k[:, None] + step + G))[:, :, None] * np.eye(n_pw) + 0j
current = np.empty((2, n_t))
for i in range(n_t):
    current[:, i] = (rho @ v_t.reshape(-1)).real
    v_t = U_dag @ v_t @ U
current *= 2 / (n_k * volume * step)
time = dt * np.arange(n_t)
late = time >= time[-1] / 2
window = np.hanning(late.sum())
print("step in A: current / initial diamagnetic current")
for j, name in enumerate(names):
    initial = current[j, 0]
    final = np.sum(window * current[j, late]) / window.sum()
    assert abs(initial - 2 * dens[j]) < 1e-6 * 2 * dens[j]
    assert abs(final - drude[j]) < 3e-3 * 2 * dens[j]
    print(f"  {name}: late-time average {final / initial:.5f}")

print("Re sigma, e^2/(hbar a0): omega (Ry), formula, propagation")
for j, name in enumerate(names):
    for w in (0.0, 0.2, 0.5, 0.8):
        z = w + 1j * eta
        formula = greenwood(z, data[j])
        direct = simpson(np.exp(1j * z * time) * current[j], dx=dt)
        scale = 2 * dens[j] / abs(z)
        assert abs(formula - direct) < 2e-4 * scale
        assert abs(formula - uncancelled(z, data[j], dens[j])) < 1e-5 * scale
        print(f"  {name} {w:.1f} {formula.real:.6e} {direct.real:.6e}")
dc = greenwood(1j * eta, data[0]).real
print(f"metal at omega=0: {dc * to_SI:.4e} S/m (set by eta)")

# Integrated weight: omega = tan(theta) covers all positive frequencies
theta = (np.arange(4000) + 0.5) * np.pi / 8000
print("integral of Re sigma over omega>0, divided by pi*n*e^2")
for j, name in enumerate(names):
    total = sum(greenwood(np.tan(t) + 1j * eta, data[j]).real
                / np.cos(t)**2 for t in theta) * np.pi / 8000
    assert abs(total / (np.pi * dens[j]) - 1) < 1e-3
    print(f"  {name}: {total / (np.pi * dens[j]):.6f}")

# Delta-function form against the linear response extrapolated to eta = 0
omega = 0.5


def lowest_gap(q):
    E = np.linalg.eigvalsh(hamiltonian(np.array([q])))[0]
    return E[1] - E[0]


k_res = brentq(lambda q: lowest_gap(q) - omega, 0.01, np.pi / a_cell)
slope = abs(lowest_gap(k_res + 1e-5) - lowest_gap(k_res - 1e-5)) / 2e-5
E_r, U_r = np.linalg.eigh(hamiltonian(np.array([k_res]))[0])
v12 = U_r[:, 0] @ (2 * (k_res + G) * U_r[:, 1])
f_r = fermi(E_r, mus[1])
# spin 2, two resonant points +-k, density of k points 1/(2 pi) per length
delta_form = (np.pi / (omega * area) * 2 * 2 / (2 * np.pi)
              * (f_r[0] - f_r[1]) * v12**2 / slope)
dense = transitions(k_grid(2000), mus[1])
narrow = [uncancelled(omega + 1j * g, dense, dens[1]).real
          for g in (0.004, 0.008)]
limit = 2 * narrow[0] - narrow[1]
assert abs(delta_form / limit - 1) < 5e-3
print(f"insulator, omega {omega} Ry, eta->0: resonant k {k_res:.5f} a0^-1")
print(f"  |v12| {abs(v12):.5f} a0 Ry/hbar, gap slope {slope:.5f} a0 Ry")
print(f"  delta form   {delta_form:.6e} e^2/(hbar a0)")
print(f"  extrapolated {limit:.6e} e^2/(hbar a0)")
print(f"  delta form   {delta_form * to_SI:.4e} S/m")

# Truncated bands in the insulator at omega = 0, z = i*eta
full = greenwood(1j * eta, data[1]).real
print("insulator, omega=0, Re sigma in e^2/(hbar a0)")
print(f"  all {n_pw} bands: {full:.6e}")
print("  bands, static sum/2n, subtracted, uncancelled")
for keep in (2, 3):
    cut = transitions(k, mus[1], keep)
    good = greenwood(1j * eta, cut).real
    bad = uncancelled(1j * eta, cut, dens[1]).real
    assert abs(good - full) < 0.1 * abs(bad - full)
    print(f"  {keep} {cut[2].sum() / (2 * dens[1]):.6f} {good:.6e} {bad:.6e}")

# Bounded system: hard walls, sine basis, potential without symmetry
length, n_sine, mu_box = 24.0, 150, 0.2
nodes, weights = np.polynomial.legendre.leggauss(700)
x = length * (nodes + 1) / 2
weights = weights * length / 2
j = np.arange(1, n_sine + 1)
sines = np.sqrt(2 / length) * np.sin(np.pi * np.outer(j, x) / length)
V_box = 0.1 * np.cos(2 * np.pi * x / a_cell) + 0.005 * x
H_box = (np.diag((np.pi * j / length)**2)
         + (sines * (weights * V_box)) @ sines.T)
E_b, C = np.linalg.eigh(H_box)
J, L = np.meshgrid(j, j, indexing="ij")
odd = (J - L) % 2 == 1
derivative = np.where(odd, 4 * J * L / (length * np.where(odd, J**2 - L**2, 1)), 0)
D = C.T @ derivative @ C                  # v = -2i d/dx
X = C.T @ ((sines * (weights * x)) @ sines.T) @ C
gap_b, _, F_b = quotient(E_b, fermi(E_b, mu_box))
low = slice(0, 10)
assert np.max(np.abs(2 * D + gap_b * X)[low, low]) < 1e-4
number = 2 * fermi(E_b, mu_box).sum()
ratio = 2 * np.sum(F_b * 4 * D**2) / (2 * number)
assert abs(ratio - 1) < 1e-4
assert np.max(np.abs(np.diag(D))) < 1e-10
print(f"hard-wall box: length {length} a0, mu {mu_box} Ry")
print(f"  electrons {number:.5f}, static sum/diamagnetic {ratio:.7f}")
print("tests ok")
```

Printed output:

```
lattice constant 6.0 a0, area per chain 36.0 a0^2
V_G 0.15 Ry, kT 0.01 Ry, eta 0.05 Ry, k points 60
gap at zone edge 0.29860 Ry
unit e^2/(hbar a0) = 4.59985e+06 S/m
weights below in e^2 Ry/(hbar^2 a0)
metal: mu 0.01856 Ry, density 4.629630e-03 a0^-3
  diamagnetic 2n         9.259259e-03
  static paramagnetic    -9.259259e-03 (finite difference)
  interband part of sum  2.083004e-03
  equal-energy part      7.176255e-03
  Drude from curvature   7.176254e-03
  Drude share of 2n      0.775035
insulator: mu 0.26540 Ry, density 9.259259e-03 a0^-3
  diamagnetic 2n         1.851852e-02
  static paramagnetic    -1.851852e-02 (finite difference)
  interband part of sum  1.851851e-02
  equal-energy part      3.780698e-09
  Drude from curvature   3.799157e-09
  Drude share of 2n      0.000000
step in A: current / initial diamagnetic current
  metal: late-time average 0.77504
  insulator: late-time average 0.00001
Re sigma, e^2/(hbar a0): omega (Ry), formula, propagation
  metal 0.0 1.436999e-01 1.436998e-01
  metal 0.2 8.672171e-03 8.672169e-03
  metal 0.5 3.231460e-03 3.231478e-03
  metal 0.8 5.346863e-03 5.346864e-03
  insulator 0.0 6.841473e-03 6.841574e-03
  insulator 0.2 2.120161e-02 2.120159e-02
  insulator 0.5 3.201460e-02 3.201461e-02
  insulator 0.8 7.826964e-03 7.826966e-03
metal at omega=0: 6.6100e+05 S/m (set by eta)
integral of Re sigma over omega>0, divided by pi*n*e^2
  metal: 1.000000
  insulator: 1.000000
insulator, omega 0.5 Ry, eta->0: resonant k 0.33384 a0^-1
  |v12| 0.63241 a0 Ry/hbar, gap slope 1.69598 a0 Ry
  delta form   2.620229e-02 e^2/(hbar a0)
  extrapolated 2.623260e-02 e^2/(hbar a0)
  delta form   1.2053e+05 S/m
insulator, omega=0, Re sigma in e^2/(hbar a0)
  all 9 bands: 6.841473e-03
  bands, static sum/2n, subtracted, uncancelled
  2 0.980660 6.833356e-03 1.399643e-02
  3 0.999536 6.841409e-03 7.013343e-03
hard-wall box: length 24.0 a0, mu 0.2 Ry
  electrons 4.90312, static sum/diamagnetic 0.9999984
tests ok
```
